# Helium-like decay rates at large Z and their first correction: test program

```python
# Decay rates of helium-like ions to the ground state 1 1S0, leading order
# in 1/Z and alpha*Z (atomic units, Z = nuclear charge):
#   2 1P1 E1  : 2 (2/3)^8 alpha^3 Z^4
#   2 1S0 2E1 : 2 C alpha^6 Z^6   (C = hydrogen 2s two-photon integral)
#   2 3P2 M2  : alpha^7 Z^8 / 1215
#   2 3S1 M1  : alpha^9 Z^10 / 1458
#   2 3P1 E1  : 2 (2/3)^8 eta^2 alpha^7 Z^10, eta = 6561/(10752 sqrt 2)
# Independent side: configuration interaction (CI) with s and p orbitals,
# explicit spin-orbital matrices, and Dirac wave functions.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre
from scipy.constants import fine_structure as alpha, physical_constants
from pyscf import gto

per_second = 1 / physical_constants['atomic unit of time'][0]

# ---------- two-photon integral, shared by hydrogen and the ions ----------
nodes, weights = np.polynomial.legendre.leggauss(48)


def two_photon_integral(products, excitation, total):
    """(4/3pi) int w1^3 w2^3 M^2 dw1; excitation = E_n - E_initial."""
    w1 = 0.5 * total * (nodes + 1)
    w2 = total - w1
    m = (products / (excitation + w1[:, None])
         + products / (excitation + w2[:, None])).sum(axis=1)
    return 4 / (3 * np.pi) * 0.5 * total * np.sum(weights * w1**3 * w2**3 * m**2)


# polarization and angle sum behind the prefactor 4/(3 pi)
angle_sum = 0.0
for c, wt in zip(nodes, weights):
    s = np.sqrt(1 - c * c)
    pol1 = np.array([[1, 0, 0], [0, 1, 0]])
    pol2 = np.array([[c, 0, -s], [0, 1, 0]])
    angle_sum += wt * 2 * np.pi * 4 * np.pi * np.sum((pol1 @ pol2.T)**2)
assert abs(0.5 * angle_sum / (2 * np.pi)**3 - 4 / (3 * np.pi)) < 1e-12

# ---------- hydrogen 2s -> 1s + two photons in a Laguerre basis ----------
x, wx = np.polynomial.legendre.leggauss(500)
r = 75 * (x + 1)
wr = 75 * wx
lam = 0.6
u, du = [], []
for k in range(25):
    L = eval_genlaguerre(k, 4, 2 * lam * r)
    dL = -2 * lam * eval_genlaguerre(k - 1, 5, 2 * lam * r) if k else 0 * r
    f = r**2 * np.exp(-lam * r)
    norm = np.sqrt(np.sum(wr * (f * L)**2))
    u.append(f * L / norm)
    du.append(f * ((2 / r - lam) * L + dL) / norm)
u, du = np.array(u), np.array(du)
h_p = 0.5 * (du * wr) @ du.T + (u * wr * (1 / r**2 - 1 / r)) @ u.T
e_h, c_h = eigh(h_p, (u * wr) @ u.T)
u1s = 2 * r * np.exp(-r)
u2s = r * (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2)
to_1s = c_h.T @ (u @ (wr * r * u1s))
to_2s = c_h.T @ (u @ (wr * r * u2s))
C_hyd = two_photon_integral(to_1s * to_2s / 3, e_h + 1 / 8, 3 / 8)

eta = 6561 / (10752 * np.sqrt(2))
names = ['2 1P1 E1', '2 1S0 2E1', '2 3P2 M2', '2 3P1 E1']
powers = np.array([4, 6, 8, 10])
coef = per_second * np.array([
    2 * (2 / 3)**8 * alpha**3, 2 * C_hyd * alpha**6,
    alpha**7 / 1215, 2 * (2 / 3)**8 * eta**2 * alpha**7])
coef_m1 = per_second * alpha**9 / 1458

# ---------- CI in scaled coordinates: H/Z^2 = h1 + h2 + W/Z ----------
NS, NP = 16, 13
basis = [[0, [0.005 * 2.15**k, 1.0]] for k in range(NS)]
basis += [[1, [0.005 * 2.15**k, 1.0]] for k in range(NP)]
mol = gto.M(atom='H 0 0 0', basis={'H': basis}, spin=1, verbose=0)
S = mol.intor('int1e_ovlp')
h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
s_idx = np.arange(NS)
p_idx = [NS + 3 * np.arange(NP) + m for m in range(3)]
e_s, C_s = eigh(h[np.ix_(s_idx, s_idx)], S[np.ix_(s_idx, s_idx)])
e_p, C_p = eigh(h[np.ix_(p_idx[2], p_idx[2])], S[np.ix_(p_idx[2], p_idx[2])])
n_orb = NS + 3 * NP
C = np.zeros((n_orb, n_orb))
C[:NS, :NS] = C_s
for m in range(3):
    C[np.ix_(p_idx[m], NS + m * NP + np.arange(NP))] = C_p
e_orb = np.concatenate([e_s, e_p, e_p, e_p])
z_orb = C.T @ mol.intor('int1e_r')[2] @ C
G = mol.intor('int2e').reshape((n_orb,) * 4)
for _ in range(4):
    G = np.tensordot(G, C, axes=(0, 0))
expo = np.array([mol.bas_exp(b)[0] for b in range(mol.nbas)
                 if mol.bas_angular(b) == 1])
psum = expo[:, None] + expo
n_p = 1 / np.sqrt(3 * np.sqrt(np.pi) / (8 * (2 * expo)**2.5))
inv_r3 = C_p.T @ (np.outer(n_p, n_p) / (2 * psum)) @ C_p
pz0 = NS + 2 * NP
exchange = G[0, pz0, 0, pz0]
assert abs(inv_r3[0, 0] * 24 - 1) < 3e-3          # finite Gaussian basis
assert abs(exchange / (112 / 6561) - 1) < 1e-3
assert abs(z_orb[0, pz0]**2 / (2**15 / 3**10) - 1) < 1e-3


def pair_space(pairs, sign):
    I, J = np.array(pairs).T
    n = np.where(I == J, 0.5, np.sqrt(0.5))
    direct = G[I[:, None], I[None], J[:, None], J[None]]
    swapped = G[I[:, None], J[None], J[:, None], I[None]]
    W = 2 * np.outer(n, n) * (direct + sign * swapped)
    return I, J, n, sign, np.diag(e_orb[I] + e_orb[J]), W


def even_pairs(gap):
    blocks = [(0, NS)] + [(NS + m * NP, NP) for m in range(3)]
    return [(a + i, a + j) for a, n in blocks
            for i in range(n) for j in range(i + gap, n)]


odd_pairs = [(i, pz0 + a) for i in range(NS) for a in range(NP)]
S1, S3 = pair_space(even_pairs(0), 1), pair_space(even_pairs(1), -1)
P1, P3 = pair_space(odd_pairs, 1), pair_space(odd_pairs, -1)


def wave(space, c):
    I, J, n, sign = space[:4]
    psi = np.zeros((n_orb, n_orb))
    psi[I, J] += c * n
    psi[J, I] += sign * c * n
    return psi


def project(space, X):
    I, J, n, sign = space[:4]
    return n * (X[I, J] + sign * X[J, I])


def ci(Z):
    """Rates (1/s) of the four channels, 2 3P->2 3S rate, gap, energy."""
    eS, cS = eigh(S1[4] + S1[5] / Z, subset_by_index=[0, 1])
    eT, cT = eigh(S3[4] + S3[5] / Z, subset_by_index=[0, 0])
    eP, cP = eigh(P1[4] + P1[5] / Z)
    eQ, cQ = eigh(P3[4] + P3[5] / Z, subset_by_index=[0, 0])
    ground, meta = wave(S1, cS[:, 0]), wave(S1, cS[:, 1])
    trip = wave(S3, cT[:, 0])
    Dg = cP.T @ project(P1, z_orb @ ground + ground @ z_orb)
    Dm = cP.T @ project(P1, z_orb @ meta + meta @ z_orb)
    Dminus = cQ[:, 0] @ project(P3, z_orb @ ground - ground @ z_orb)
    Dtt = cQ[:, 0] @ project(P3, z_orb @ trip + trip @ z_orb)
    so = cP.T @ (cQ[:, 0].reshape(NS, NP) @ inv_r3).ravel()
    so = so * alpha**2 * Z**2 / (2 * np.sqrt(2))
    mixed = np.sum(Dg * so / (eQ[0] - eP))
    wP, wQ = eP[0] - eS[0], eQ[0] - eS[0]
    rates = np.array([
        4 / 3 * alpha**3 * wP**3 * Dg[0]**2 * Z**4,
        alpha**6 * Z**6 * two_photon_integral(Dg * Dm, eP - eS[1],
                                              eS[1] - eS[0]),
        alpha**7 * wQ**5 * Dminus**2 / 10 * Z**8,
        4 / 3 * alpha**3 * wQ**3 * mixed**2 * Z**4]) * per_second
    a_tt = 4 / 3 * alpha**3 * (eQ[0] - eT[0])**3 * Dtt**2 * Z**4 * per_second
    return rates, a_tt, (eP[0] - eQ[0]) * Z**2, eS[0] * Z**2


def exponents(Z, step=1.01):
    up, down = ci(Z * step), ci(Z / step)
    width = 2 * np.log(step)
    return np.log(up[0] / down[0]) / width, np.log(up[1] / down[1]) / width


# formal large-Z limit (alpha only labels orders), extrapolated in 1/Z
ratio500 = ci(500.)[0] / (coef * 500.**powers)
ratio1000 = ci(1000.)[0] / (coef * 1000.**powers)
limit = 2 * ratio1000 - ratio500
assert np.all(np.abs(limit - 1) < [3e-3, 3e-3, 3e-3, 1e-2]), limit
dev100, dev200 = exponents(100.)[0] - powers, exponents(200.)[0] - powers
assert np.all(np.abs(dev200) < 0.1), dev200
assert np.all(np.abs(dev100 - 2 * dev200) < 0.01), (dev100, dev200)
exp_tt40 = exponents(40.)[1]
assert abs(exp_tt40 - 1) < 0.15, exp_tt40

# ---------- spin-orbital algebra: orbitals 1s, 2s, 2px, 2py, 2pz ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
spin = pauli / 2
ang = np.zeros((3, 5, 5), complex)
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    ang[a, 2 + b, 2 + c], ang[a, 2 + c, 2 + b] = -1j, 1j


def both(op):
    return np.kron(op, np.eye(10)) + np.kron(np.eye(10), op)


def slater(a, b):
    v = np.zeros((10, 10))
    v[a, b], v[b, a] = np.sqrt(0.5), -np.sqrt(0.5)
    return v.ravel()


def square(ops, V):
    return sum(V.conj().T @ o @ o @ V for o in ops)


S_op = [both(np.kron(np.eye(5), s)) for s in spin]
J_op = [both(np.kron(l, np.eye(2)) + np.kron(np.eye(5), s))
        for l, s in zip(ang, spin)]
closed = slater(0, 1)
V_sp = np.array([slater(m, 4 + q) for m in range(2) for q in range(6)]).T
V_ss = np.array([slater(m, 2 + q) for m in range(2) for q in range(2)]).T
j2, vj = np.linalg.eigh(square(J_op, V_sp))
J2_states = V_sp @ vj[:, np.abs(j2 - 6) < 1e-8]
J1_states = V_sp @ vj[:, np.abs(j2 - 2) < 1e-8]
assert J2_states.shape[1] == 5 and J1_states.shape[1] == 6
z_unit = np.zeros((5, 5))
z_unit[0, 4] = z_unit[4, 0] = 1
m2_sum = sum(np.sum(np.abs(closed @ both(np.kron(z_unit, s)) @ J2_states)**2)
             for s in spin[:2]) / 5
# rate = (alpha^3 w/2pi) k^4 4pi d^2 m2_sum must equal alpha^7 w^5 d^2/5
assert abs(2 * m2_sum - 1 / 5) < 1e-12
s2, vs = np.linalg.eigh(square(S_op, V_ss))
triplet_s = V_ss @ vs[:, np.abs(s2 - 2) < 1e-8]
hop = np.zeros((5, 5))
hop[0, 1] = 1
m1_factor = np.sum(np.abs(closed @ both(np.kron(hop, pauli[0]))
                          @ triplet_s)**2) / 3
assert abs(m1_factor - 2 / 3) < 1e-12

SO = both(sum(np.kron(l, s) for l, s in zip(ang, spin)))
singlet = np.eye(6) - square(S_op, J1_states) / 2
SO_J1 = J1_states.conj().T @ SO @ J1_states


def singlet_fraction(zeta_over_gap):
    """Singlet weight of the lower J=1 level of 1s2p."""
    v = np.linalg.eigh(singlet + zeta_over_gap * SO_J1)[1][:, 0]
    return np.real(v.conj() @ singlet @ v)


assert abs(singlet_fraction(1e-3) / (1e-6 / 2) - 1) < 5e-3
assert abs(singlet_fraction(1e5) - 1 / 3) < 1e-4


def fraction_at(Z):
    return singlet_fraction(alpha**2 * Z**3 / 48 / (224 / 6561))


# ---------- M1: nonrelativistic reduction, then Dirac functions ----------
q = sp.symbols('q', positive=True)
g1 = 2 * sp.exp(-q)
g2 = (1 - q / 2) * sp.exp(-q / 2) / sp.sqrt(2)


def radial(expr):
    return sp.integrate(sp.expand(expr), (q, 0, sp.oo))


d1, d2 = sp.diff(g1, q), sp.diff(g2, q)
I_grad = radial(q**2 * d1 * d2)
I_pot = radial(q**3 * ((-sp.Rational(1, 8) + 1 / q) * g1 * d2
                       + (-sp.Rational(1, 2) + 1 / q) * g2 * d1))
I_r4 = radial(q**4 * g1 * g2)
R3 = -sp.Rational(3, 8) * I_grad + I_pot / 4
w21 = sp.Rational(3, 8)
K_red = sp.simplify(w21 * R3 / 3 - w21**3 * I_r4 / 12)
assert sp.simplify(K_red + sp.sqrt(2) / 54) == 0

mp.mp.dps = 25
cuts = [0, 2, 8, 20, 45, 90]


def dirac_s(n, az):
    """Dirac ns functions g, f (units m = c = 1) and total energy."""
    gam = mp.sqrt(1 - az**2)
    E = 1 / mp.sqrt(1 + (az / (n - 1 + gam))**2)
    lm = mp.sqrt(1 - E**2)
    b0, a1 = (1 - gam) / az, mp.mpf(0)
    if n == 2:
        a1 = (lm - (E + 1) * b0) / (gam + az * lm / (E + 1))
    b1 = lm * a1 / (E + 1)

    def g(t):
        return t**(gam - 1) * mp.exp(-lm * t) * (1 + a1 * t)

    def f(t):
        return t**(gam - 1) * mp.exp(-lm * t) * (b0 + b1 * t)
    t0 = 3 / az
    left = (E - 1 + az / t0) * g(t0)
    right = mp.diff(f, t0) + 2 * f(t0) / t0
    assert abs(left - right) < 1e-8 * az**2 * abs(g(t0))
    norm = mp.quad(lambda t: (g(t / az)**2 + f(t / az)**2) * t**2, cuts) / az**3
    return g, f, E, norm


def m1_dirac(az):
    """Amplitude K and photon energy for 2s -> 1s."""
    ga, fa, Ea, na = dirac_s(1, az)
    gb, fb, Eb, nb = dirac_s(2, az)
    k = Eb - Ea

    def integrand(t):
        rr = t / az
        y = k * rr
        j1 = mp.sin(y) / y**2 - mp.cos(y) / y
        return (ga(rr) * fb(rr) + fa(rr) * gb(rr)) * j1 * rr**2
    return mp.quad(integrand, cuts) / az / mp.sqrt(na * nb), k


for az in (mp.mpf('0.002'), mp.mpf('0.01')):
    K_dirac = m1_dirac(az)[0]
    assert abs(abs(K_dirac) / az**4 * 54 / mp.sqrt(2) - 1) < 20 * az**2


def m1_ratio(Z):
    az = mp.mpf(Z) * alpha
    K, k = m1_dirac(az)
    return float(4 * k * K**2 / (az**10 / 972))


# ---------- printed numbers ----------
print(f'fine-structure constant = {alpha:.8f}')
print(f'atomic unit of rate = {per_second:.6e} 1/s')
print(f'|<1s|z|2pz>| times Z = {np.sqrt(2**15 / 3**10):.5f} bohr')
print(f'hydrogen two-photon integral C = {C_hyd:.6e}')
print(f'hydrogen 2s two-photon rate = {C_hyd*alpha**6*per_second:.4f} 1/s')
print(f'exchange integral 1s2p / Z = {112/6561:.6f} hartree')
print(f'same from Gaussian orbitals = {exchange:.6f} hartree')
print(f'mixing coefficient eta = {eta:.5f}')
print(f'mixing / Z^3 = {eta*alpha**2:.4e}')
print(f'Z where first-order mixing = 1: {(eta*alpha**2)**(-1/3):.1f}')
print(f'M1 integrals: grad {float(I_grad):.5f}, pot {float(I_pot):.5f},'
      f' r^4 {float(I_r4):.5f} (a.u.)')
print(f'M1 R3/alpha^3 = {float(R3):.5f}, K/(alpha Z)^4 = {float(K_red):.6f}')
print(f'M1 two-electron spin factor = {m1_factor:.5f}')
print('Leading coefficients A/Z^p:')
for name, p, c in zip(names, powers, coef):
    print(f'  {name}: p = {p}, {c:.4e} 1/s')
print(f'  2 3S1 M1: p = 10, {coef_m1:.4e} 1/s')
print('CI/leading, extrapolated to 1/Z = 0: '
      + ', '.join(f'{v:.4f}' for v in limit))
print('Exponents at formal Z = 200: '
      + ', '.join(f'{v:.3f}' for v in dev200 + powers))
for Z in (2., 6., 14.):
    rates, a_tt, gap, e0 = ci(Z)
    ex, ex_tt = exponents(Z)
    print(f'Z = {Z:.0f}: CI ground energy {e0:.4f}, 2P gap {gap:.5f} hartree')
    for name, p, c, a, b in zip(names, powers, coef, rates, ex):
        print(f'  {name}: leading {c*Z**p:.3e}, CI {a:.3e} 1/s,'
              f' exponent {b:.2f}')
    print(f'  2 3S1 M1: leading {coef_m1*Z**10:.3e} 1/s')
    print(f'  2 3P-2 3S E1: CI {a_tt:.3e} 1/s, exponent {ex_tt:.2f}')
print('Hydrogenic 1s2p mixing model, 2 3P1 line:')
for Z in (6., 14., 30., 60.):
    first = (eta * alpha**2 * Z**3)**2
    slope = 4 + np.log(fraction_at(Z * 1.01) / fraction_at(Z / 1.01)) \
        / (2 * np.log(1.01))
    print(f'  Z = {Z:.0f}: first-order {first:.3e}, full'
          f' {fraction_at(Z):.3e}, exponent {slope:.2f}')
print(f'M1 Dirac/leading rate: Z=14 {m1_ratio(14):.4f},'
      f' Z=60 {m1_ratio(60):.4f}')
print('PASS')
```

It prints:

```
fine-structure constant = 0.00729735
atomic unit of rate = 4.134137e+16 1/s
|<1s|z|2pz>| times Z = 0.74494 bohr
hydrogen two-photon integral C = 1.318223e-03
hydrogen 2s two-photon rate = 8.2294 1/s
exchange integral 1s2p / Z = 0.017071 hartree
same from Gaussian orbitals = 0.017071 hartree
mixing coefficient eta = 0.43149
mixing / Z^3 = 2.2977e-05
Z where first-order mixing = 1: 35.2
M1 integrals: grad 0.41903, pot -0.62854, r^4 -2.97974 (a.u.)
M1 R3/alpha^3 = -0.31427, K/(alpha Z)^4 = -0.026189
M1 two-electron spin factor = 0.66667
Leading coefficients A/Z^p:
  2 1P1 E1: p = 4, 1.2537e+09 1/s
  2 1S0 2E1: p = 6, 1.6459e+01 1/s
  2 3P2 M2: p = 8, 3.7494e-02 1/s
  2 3P1 E1: p = 10, 6.6187e-01 1/s
  2 3S1 M1: p = 10, 1.6639e-06 1/s
CI/leading, extrapolated to 1/Z = 0: 1.0000, 1.0000, 1.0000, 0.9999
Exponents at formal Z = 200: 4.016, 6.024, 8.024, 10.017
Z = 2: CI ground energy -2.9005, 2P gap 0.00979 hartree
  2 1P1 E1: leading 2.006e+10, CI 1.718e+09 1/s, exponent 7.69
  2 1S0 2E1: leading 1.053e+03, CI 4.917e+01 1/s, exponent 10.11
  2 3P2 M2: leading 9.599e+00, CI 3.190e-01 1/s, exponent 13.15
  2 3P1 E1: leading 6.778e+02, CI 7.859e+01 1/s, exponent 12.79
  2 3S1 M1: leading 1.704e-03 1/s
  2 3P-2 3S E1: CI 1.081e+07 1/s, exponent 2.67
Z = 6: CI ground energy -32.4012, 2P gap 0.13247 hartree
  2 1P1 E1: leading 1.625e+12, CI 8.828e+11 1/s, exponent 4.69
  2 1S0 2E1: leading 7.679e+05, CI 3.278e+05 1/s, exponent 6.91
  2 3P2 M2: leading 6.298e+04, CI 2.618e+04 1/s, exponent 8.96
  2 3P1 E1: leading 4.002e+07, CI 2.167e+07 1/s, exponent 10.65
  2 3S1 M1: leading 1.006e+02 1/s
  2 3P-2 3S E1: CI 5.733e+07 1/s, exponent 1.12
Z = 14: CI ground energy -187.4009, 2P gap 0.40306 hartree
  2 1P1 E1: leading 4.816e+13, CI 3.777e+13 1/s, exponent 4.26
  2 1S0 2E1: leading 1.239e+08, CI 8.716e+07 1/s, exponent 6.36
  2 3P2 M2: leading 5.533e+07, CI 3.871e+07 1/s, exponent 8.37
  2 3P1 E1: leading 1.914e+11, CI 1.485e+11 1/s, exponent 10.26
  2 3S1 M1: leading 4.813e+05 1/s
  2 3P-2 3S E1: CI 1.416e+08 1/s, exponent 1.03
Hydrogenic 1s2p mixing model, 2 3P1 line:
  Z = 6: first-order 2.463e-05, full 2.446e-05, exponent 9.98
  Z = 14: first-order 3.975e-03, full 3.604e-03, exponent 9.68
  Z = 30: first-order 3.849e-01, full 1.214e-01, exponent 6.77
  Z = 60: first-order 2.463e+01, full 2.932e-01, exponent 4.39
M1 Dirac/leading rate: Z=14 1.0112, Z=60 1.2467
PASS
```
